# Stoney's Relation for a Stressed Film on a Silicon Wafer

A stressed oxide bends its wafer, and the bending is easy to measure. Without a correct relation between the two, the measured curvature gives a wrong stress. In the example worked below, using Young's modulus of silicon along [100] as the substrate stiffness makes the stress 28% too small in magnitude. Using the modulus of a (111) wafer for a (001) wafer makes it 27% too large. If both faces carry the same oxide, the wafer stays flat whatever the stress, as long as the films remain elastic and bonded. The relation must therefore say which modulus enters, which stress is obtained, and when the film may be called thin.

## Setting and conventions

A substrate of thickness $h_s$ carries a film of thickness $h_f$ over one whole face. The coordinate $z$ is measured from the substrate midplane toward the film, so the film occupies $h_s/2<z<h_s/2+h_f$. Tensile stress is positive. The curvature $\kappa$ is positive when the wafer is concave on the film side, and it means the change caused by the film, any earlier curvature having been subtracted.

The mismatch strain $\varepsilon_m$ is the elastic in-plane strain the film would have on an undeformed substrate. It is equal in all in-plane directions and, until stated otherwise, uniform through the film.

The assumptions are:

1. Both materials are linearly elastic and perfectly bonded.
2. The wafer is free of supports and gravity, and its bow is small compared with $h_s$.
3. The wafer radius is large compared with $h_s$, and the region considered is away from the rim.
4. The substrate is Si(001) or Si(111), and the film is elastically isotropic.

## Lemma 1: the biaxial modulus

**Statement.** Let a layer with stress-free faces be strained by $\varepsilon$ in every in-plane direction. Its in-plane stress is then $\sigma=M\varepsilon$ in every in-plane direction, with

$$M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}},\qquad M_{111}=\frac{6C_{44}B}{B+4C_{44}},\qquad B=C_{11}+2C_{12}.$$

**Proof for (001).** The wafer axes are the cubic axes. There is no shear strain, hence no shear stress. The free face requires

$$\sigma_{zz}=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}=0,\qquad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

Both in-plane stresses equal $(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}$, and inserting $\varepsilon_{zz}$ gives $M_{001}\varepsilon$. Two equal principal stresses in a plane mean the same stress in every direction of that plane.

**Proof for (111).** Let $n=(1,1,1)/\sqrt3$ be the normal. The strain tensor is $\varepsilon I+d\,nn^T$, where $d$ is the normal strain minus $\varepsilon$. Every element of $nn^T$ is $1/3$. In cubic axes the diagonal strains are therefore $\varepsilon+d/3$ and the off-diagonal ones $d/3$. The diagonal stresses are $B(\varepsilon+d/3)$ and the off-diagonal ones $2C_{44}d/3$, so

$$\sigma=\left[B\left(\varepsilon+\frac d3\right)-\frac{2C_{44}d}{3}\right]I+2C_{44}d\,nn^T .$$

The traction on the face is $\sigma n$. It vanishes if the bracket equals $-2C_{44}d$, that is, if

$$B\varepsilon+\frac{B+4C_{44}}{3}d=0,\qquad d=-\frac{3B\varepsilon}{B+4C_{44}}.$$

The in-plane stress is the bracket itself, $-2C_{44}d=M_{111}\varepsilon$. ∎

**Remark on Young's modulus.** Under equal stresses $\sigma$ along two perpendicular in-plane axes, the strain along the first is $\sigma/E-\nu\sigma/E$. Here $E$ belongs to the first axis, and $\nu$ describes the contraction along the second when the first is pulled; symmetry of the compliances allows this use of $\nu$. Hence $M=E/(1-\nu)$. On Si(001), $E$ and $\nu$ each depend on direction while this combination does not. For the isotropic film, likewise, $M_f=E_f/(1-\nu_f)$.

## Lemma 2: the shape

**Statement.** A spherical shape with in-plane strain $\varepsilon_0-\kappa z$ satisfies the elastic equations inside the wafer and leaves its faces free of traction.

**Proof.** Take the radial and normal displacements

$$u_r=r(\varepsilon_0-\kappa z),\qquad w=\frac{\kappa r^2}{2}+g(z).$$

Then $\varepsilon_{rr}=\partial u_r/\partial r$ and $\varepsilon_{\theta\theta}=u_r/r$ both equal $\varepsilon_0-\kappa z$, and

$$\varepsilon_{rz}=\tfrac12\left(\frac{\partial u_r}{\partial z}+\frac{\partial w}{\partial r}\right)=\tfrac12(-\kappa r+\kappa r)=0.$$

Choose $g'(z)$ in each layer so that the normal stress vanishes. Each level $z$ is then in the state of Lemma 1. The stress has in-plane components alone and depends on $z$ alone, so its divergence is zero. For $\kappa>0$ the rim rises toward the film, in agreement with the sign convention. ∎

At the rim this solution leaves a stress that varies with $z$. A free wafer requires at least that its resultant force and moment vanish, and these two conditions fix $\varepsilon_0$ and $\kappa$.

## Lemma 3: force and moment

**Statement.** Let $\bar\sigma$ be the mean film stress after bending and $F=\bar\sigma h_f$ the film force per unit width. Then

$$M_sh_s\varepsilon_0=-F,\qquad \frac{F(h_s+h_f)}{2}=\frac{\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right).$$

**Proof.** The substrate stress is $M_s(\varepsilon_0-\kappa z)$. Its integral over $-h_s/2<z<h_s/2$ is $M_sh_s\varepsilon_0$, because the term odd in $z$ drops out. Zero total force gives the first equation.

In the film the elastic strain is $\varepsilon_m+\varepsilon_0-\kappa z$. With the film midplane at $z_c=(h_s+h_f)/2$, the stress is $\bar\sigma-M_f\kappa(z-z_c)$, where

$$\bar\sigma=M_f(\varepsilon_m+\varepsilon_0-\kappa z_c).$$

Its moment $\int\sigma z\,dz$ is $Fz_c-M_f\kappa h_f^3/12$. The substrate moment is $-M_s\kappa h_s^3/12$. Setting their sum to zero gives the second equation. ∎

## Theorem

Let $h=h_f/h_s$, $m=M_f/M_s$ and $\sigma_m=M_f\varepsilon_m$. Under the assumptions above, for the plate solution without rim effects:

**(a)** The mean film stress after bending obeys

$$\bar\sigma h_f=\frac{M_sh_s^2\kappa}{6}\,\frac{1+mh^3}{1+h}.$$

**(b)** The curvature produced by a given mismatch is

$$\kappa=\frac{6\varepsilon_m}{h_s}\,\frac{mh(1+h)}{1+4mh+6mh^2+4mh^3+m^2h^4}.$$

**(c)** For $h\to0$ at fixed $m$, both reduce to Stoney's relation,

$$\boxed{\;\sigma_fh_f=\frac{M_sh_s^2}{6}\,\kappa\;}$$

where $\sigma_f$ may be either $\bar\sigma$ or $\sigma_m$ at leading order.

**Proof.** For (a), solve the moment equation of Lemma 3 for $F$ and take out the factors $M_sh_s^3$ and $h_s$.

For (b), the force equation gives $\varepsilon_0=-\bar\sigma h/M_s$. Inserting this in the expression for $\bar\sigma$ and collecting $\bar\sigma$ on the left gives

$$\bar\sigma(1+mh)=M_f\left[\varepsilon_m-\frac{\kappa h_s(1+h)}{2}\right].$$

From (a), $\bar\sigma=M_s\kappa h_s(1+mh^3)/[6h(1+h)]$. Substitute it, divide by $M_s$ and multiply by $6h(1+h)$:

$$\kappa h_s\left[(1+mh^3)(1+mh)+3mh(1+h)^2\right]=6mh(1+h)\varepsilon_m .$$

The two products in the bracket are $1+mh+mh^3+m^2h^4$ and $3mh+6mh^2+3mh^3$. Their sum is the denominator in (b).

For (c), the last fraction in (a) tends to 1, which gives the relation for $\bar\sigma$. In (b) the leading term is $\kappa=6\varepsilon_mmh/h_s=6\sigma_mh_f/(M_sh_s^2)$, which is the relation for $\sigma_m$. ∎

The physical content is short. The film pulls with force $\sigma_fh_f$ at a lever arm $h_s/2$, and the substrate resists with bending stiffness $M_sh_s^3/12$; the moment of the film force divided by this stiffness is $\kappa$. A thin film adds negligible stiffness, so its modulus is not needed to find its stress from $\kappa$. It is needed to predict the stress from a mismatch strain.

**The opposite limit.** If $h$ and $mh$ are both large, the last term dominates the denominator in (b), and

$$\kappa\to\frac{6\varepsilon_m}{h_smh^2}=\frac{6M_s\varepsilon_mh_s}{M_fh_f^2}.$$

This is Stoney's relation with the two layers exchanged. The mismatch of the former substrate has the opposite sign, but it now sits on the opposite face, so $\kappa$ keeps its sign.

## How thin is thin?

Let $\sigma_S=M_sh_s^2\kappa/(6h_f)$ be the stress that Stoney's relation assigns to a curvature. Expanding (b), and rearranging (a), give

$$\frac{\sigma_S}{\sigma_m}=1+(1-4m)h+O(h^2),\qquad \frac{\sigma_S}{\bar\sigma}=\frac{1+h}{1+mh^3}.$$

The two corrections differ because the substrate deforms elastically and so relaxes part of the mismatch stress. For the oxide-like film below, $m=0.467$ and $1-4m=-0.867$. At $h=0.01$ the estimate is 0.9% below the mismatch stress and 1.0% above the mean stress. At $h=0.1$ the deviations are 9.6% and 9.9%, and part (a) or (b) should be used instead.

## Stress in the substrate

At leading order $\varepsilon_0=-\sigma_fh_f/(M_sh_s)$. Together with Stoney's $\kappa$ this gives the substrate stress

$$M_s(\varepsilon_0-\kappa z)=-\frac{\sigma_fh_f}{h_s}\left(1+\frac{6z}{h_s}\right).$$

It is $-4\sigma_fh_f/h_s$ at the film side and $+2\sigma_fh_f/h_s$ at the back. It vanishes at $z=-h_s/6$, not at the midplane, because the substrate must balance a force as well as a moment.

## Oxides with stress gradients, and oxides on both faces

An oxide grown in stages need not have uniform stress. Since every part of a thin film lies near $z=h_s/2$, its moment is $(h_s/2)\int\sigma\,dz$ plus terms of order $h_f^2$. Curvature thus measures the thickness integral of the stress and, at leading order, says nothing about its distribution.

To size the correction, let the mismatch rise linearly from zero at the interface to $2\varepsilon_m$ at the surface, which keeps the mean. With $t=(z-h_s/2)/h_f$, the added moment is

$$\sigma_mh_f^2\int_0^1(2t-1)\left(t-\tfrac12\right)dt=\frac{\sigma_mh_f^2}{6}.$$

Relative to the main moment $\sigma_mh_fh_s/2$ this is $h/3$.

A film on the back face, with stress $\sigma_b$ and thickness $h_b$, has the lever arm $-h_s/2$. For two thin films

$$\kappa=\frac{6(\sigma_fh_f-\sigma_bh_b)}{M_sh_s^2}.$$

Thermal oxidation of both faces with equal results gives no curvature. The oxide must be removed from one face before the stress can be found this way.

## Where the relation fails

**Other orientations.** On a (110) wafer, equal film forces produce unequal curvatures. If an effective modulus is defined along each axis by $6\sigma_fh_f/(h_s^2\kappa)$, the thin-film values are 181 GPa along [001] and 266 GPa along $[1\bar10]$. No single $M_s$ describes such a wafer.

**Large bow.** A flat disc cannot become a spherical cap without stretching. To estimate this, take an isotropic disc of radius $R$, Young's modulus $E$ and Poisson ratio $\nu$, with $w=\kappa r^2/2$. Its midplane strains are

$$\varepsilon_r=u'+\frac{(w')^2}{2}=u'+\frac{\kappa^2r^2}{2},\qquad \varepsilon_\theta=\frac ur .$$

Eliminating $u$ gives $\varepsilon_r-(r\varepsilon_\theta)'=\kappa^2r^2/2$. In-plane equilibrium is $\sigma_\theta=(r\sigma_r)'$, and the free rim requires $\sigma_r(R)=0$. Try $\sigma_r=A(R^2-r^2)$, hence $\sigma_\theta=A(R^2-3r^2)$. With $E\varepsilon_r=\sigma_r-\nu\sigma_\theta$ and $E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r$,

$$E[\varepsilon_r-(r\varepsilon_\theta)']=A\left[(R^2-r^2)-(R^2-9r^2)\right]=8Ar^2,$$

because the terms in $\nu$ cancel. So $A=E\kappa^2/16$, and the hoop strain at the rim is $-2AR^2/E=-\kappa^2R^2/8$. Its size relative to the surface bending strain $|\kappa|h_s/2$ is

$$\frac{|\kappa|R^2}{4h_s}=\frac{|b|}{2h_s},\qquad b=\frac{\kappa R^2}{2},$$

where $b$ is the bow from centre to rim. The linear theory requires this ratio to be small.

**The rim.** The stress left at the rim by Lemma 2 must be removed there. This disturbs the hoop forces near the rim, and through them it can shift the curvature of the whole disc slightly. Numerical solutions of the elastic equations for isotropic discs with free rims show such a shift. It depends on the materials: it vanishes when film and substrate have the same Poisson ratio, and it can have either sign and exceed 0.1% at the dimensions quoted next. For the oxide film below on a substrate with $E=150$ GPa and $\nu=0.25$, at $h=0.05$, it is about 0.075% for $R/h_s=12$, and it halves, to good accuracy, each time the radius doubles, to 24 and then to 48. The percentages printed in the output below come from a mesh too coarse to resolve the stress concentration at the rim; they show this trend but somewhat underestimate the shift. Extrapolated to infinite radius, the computed curvature agrees with part (b) within the test tolerance of 0.01%.

## Worked example: compressive oxide on Si(001)

The elastic constants are rounded model inputs of the size found in silicon and silica: $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ and $E_f=70$ GPa, with $\nu_f=0.17$. Extra digits below serve to compare formulas; they do not express knowledge of a real oxide. The moduli are

$$M_{001}=166+64-\frac{2\cdot64^2}{166}=180.65\ \text{GPa},$$

$$M_{111}=\frac{6\cdot80\cdot294}{294+320}=229.84\ \text{GPa},\qquad M_f=\frac{70}{0.83}=84.34\ \text{GPa}.$$

On the (001) wafer, $E/(1-\nu)$ is $130.38/(1-0.2783)$ along [100] and $169.70/(1-0.0606)$ along [110]. Both give 180.65 GPa.

Let $h_s=500$ µm, $h_f=0.5$ µm, the diameter be 100 mm, and $\varepsilon_m=-0.003$. The mismatch stress is $84.34\ \text{GPa}\times(-0.003)=-253.0$ MPa, and Stoney's relation predicts

$$\kappa=\frac{6(-253.0\times10^6)(0.5\times10^{-6})}{(180.65\times10^9)(500\times10^{-6})^2}=-0.01681\ \text{m}^{-1}.$$

Part (b) gives $-0.01679\ \text{m}^{-1}$, smaller in magnitude by 0.09%, as $(1-4m)h$ requires at $h=0.001$. The radius of curvature is $-59.6$ m. The bow is $-0.01679\times(0.050)^2/2$ m $=-21.0$ µm: the compressed film lies on the convex side. The small-bow ratio is $21.0/1000=0.021$, so by the isotropic estimate stretching is a minor effect. For an isotropic disc with $\nu=0.22$ it lowers the bow by about 0.05% at this ratio, comparable to the thickness correction just found, by about 1% at ratio 0.1 and by about 8% at 0.3. Gravity is not negligible for such a wafer: on an edge support it sags by about 3 µm, which cancels only if the wafer is supported in the same way before and after deposition.

Read in the other direction, the curvature from part (b) gives

$$\sigma_S=\frac{(180.65\times10^9)(500\times10^{-6})^2(-0.01679)}{6(0.5\times10^{-6})}\ \text{Pa}\approx-252.8\ \text{MPa}.$$

This lies between the mismatch stress, $-253.0$ MPa, and the mean stress after bending, $-252.5$ MPa. For so thin a film the distinction is immaterial. The choice of modulus is not: $E$ along [100] would give $-182$ MPa and $M_{111}$ would give $-322$ MPa, which are the errors of 28% and 27% quoted at the start, relative to $\sigma_S$.

The substrate carries $+1.01$ MPa at the film side and $-0.51$ MPa at the back, with zero stress at $z=-0.1665\,h_s$, close to the thin-film values. A film stress of some 250 MPa is thus balanced by a mean stress of only about 0.25 MPa in a substrate a thousand times thicker; bending raises the largest substrate stress to about 1 MPa. The numerical output below lists these values.

## Numbers as computed

```
Input C11, C12, C44: 166, 64, 80 GPa
Input film Young modulus: 70 GPa
Input film Poisson ratio: 0.17
Film biaxial modulus: 84.34 GPa
Biaxial modulus (001): 180.65 GPa
Biaxial modulus (111): 229.84 GPa
(001) wafer, E along [100]: 130.38 GPa
(001) wafer, nu along [100]: 0.2783
(001) wafer, E along [110]: 169.70 GPa
(001) wafer, nu along [110]: 0.0606
(110) wafer, effective modulus along [001]: 180.7 GPa
(110) wafer, effective modulus along [1-10]: 266.1 GPa
Input substrate thickness: 500 um
Input film thickness: 0.5 um
Input wafer diameter: 100 mm
Input mismatch strain: -0.0030
Thickness ratio h: 0.0010
Modulus ratio m: 0.4669
First correction coefficient 1-4m: -0.8674
Mismatch stress: -253.01 MPa
Mean film stress after bending: -252.54 MPa
Curvature, full bilayer: -0.016792 1/m
Curvature, Stoney from mismatch stress: -0.016807 1/m
Radius of curvature: -59.55 m
Bow, centre to rim: -20.99 um
Small-bow ratio |bow|/(2 h_s): 0.0210
Stress recovered by Stoney: -252.79 MPa
Same with E[100] in place of M: -182.45 MPa
Same with the (111) modulus: -321.62 MPa
Substrate stress at film side: 1.0109 MPa
Substrate stress at back face: -0.5058 MPa
Zero-stress plane z/h_s: -0.1665
Stoney estimate over true stress, (001) substrate:
  h=0.001: over mismatch stress 0.99913, over mean stress 1.00100
  h=0.010: over mismatch stress 0.99121, over mean stress 1.01000
  h=0.100: over mismatch stress 0.90413, over mean stress 1.09949
Rim shift of curvature, isotropic test disc, h=0.05:
  radius/h_s=12: 0.0646 percent
  radius/h_s=24: 0.0322 percent
  radius/h_s=48: 0.0161 percent
```
